# Equilibrium Green functions from the KMS condition and the vanishing terminal current: verification in Python

```python
# Result under test: in a grand canonical state the fermion Green functions obey
#   G_lesser = i f A   and   G_greater = -i (1 - f) A,
# and the terminal current
#   I = (e/h) * integral dE Tr[S_lesser G_greater - S_greater G_lesser]
# then vanishes at every energy. Symbols: f Fermi function, A = i(G_ret - G_adv)
# spectral matrix, S self-energy of one lead, Gamma = i(S_ret - S_adv).
# Energies are in meV, times in hbar/meV, currents in nA (positive out of a lead).
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.special import expit

KB = sc.k / sc.e * 1e3                       # meV per kelvin
E_OVER_H = sc.e * (1e-3 * sc.e) / sc.h * 1e9  # nA per meV
HBAR_PS = sc.hbar / (1e-3 * sc.e) * 1e12     # meV ps


def fermi(energy, mu, temp):
    return expit(-(energy - mu) / (KB * temp))


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


# ---------- interacting cluster in its full Fock space ----------
T0 = 300.0
beta = 1 / (KB * T0)
mu_c, U_c, n_modes = 15.0, 60.0, 5           # modes 0,1 centre; 2,3,4 lead levels
h1 = np.zeros((n_modes, n_modes), complex)
h1[1, 0] = 30 * np.exp(0.7j)
h1[2, 0], h1[2, 1], h1[3, 0], h1[4, 1], h1[4, 0] = 25, 15, 20, 30, 10
h1 = h1 + dagger(h1) + np.diag([20, -10, -40, 35, 5])
lower, parity = np.array([[0, 1], [0, 0]]), np.diag([1, -1])
ann = []
for i in range(n_modes):
    op = np.eye(1)
    for j in range(n_modes):
        op = np.kron(op, parity if j < i else lower if j == i else np.eye(2))
    ann.append(op)
ann = np.array(ann, dtype=complex)
cre = dagger(ann)
num = [cre[i] @ ann[i] for i in range(n_modes)]
H = sum(h1[i, j] * cre[i] @ ann[j] for i in range(n_modes) for j in range(n_modes))
H = H + U_c * num[0] @ num[1]
N = sum(num)


def gibbs(b):
    r = expm(-b * (H - mu_c * N))
    return r / np.trace(r)


def correlators(rho, t):
    """G_lesser(t), G_greater(t) from traces; t may be complex."""
    ct = expm(1j * H * t) @ ann @ expm(-1j * H * t)
    less = 1j * np.einsum('ab,jbc,ica->ij', rho, cre, ct, optimize=True)
    great = -1j * np.einsum('ab,ibc,jca->ij', rho, ct, cre, optimize=True)
    return less, great


levels, vecs = np.linalg.eigh(H)
C = dagger(vecs) @ ann @ vecs
omega = levels[None, :] - levels[:, None]


def spectral_weights(rho):
    p = np.real(np.diag(dagger(vecs) @ rho @ vecs))
    return np.einsum('nm,inm,jnm->ijnm', p[:, None] + p[None, :], C, C.conj())


def spectral_prediction(rho, t):
    w = spectral_weights(rho)
    f = fermi(omega, mu_c, T0)
    phase = np.exp(-1j * omega * t)
    return 1j * (w * f * phase).sum((2, 3)), -1j * (w * (1 - f) * phase).sum((2, 3))


t_test = 0.05
rho_eq = gibbs(beta)
less_t, great_t = correlators(rho_eq, t_test)
great_shifted = correlators(rho_eq, t_test - 1j * beta)[1]
err_kms = np.abs(less_t + np.exp(beta * mu_c) * great_shifted).max()
less_p, great_p = spectral_prediction(rho_eq, t_test)
err_less = np.abs(less_t - less_p).max()
err_great = np.abs(great_t - great_p).max()
assert err_kms < 1e-9 and err_less < 1e-9 and err_great < 1e-9
rho_mix = 0.5 * (gibbs(beta) + gibbs(beta / 3))   # stationary, not a Gibbs state
err_mix = np.abs(correlators(rho_mix, t_test)[0]
                 - spectral_prediction(rho_mix, t_test)[0]).max()
assert err_mix > 1e-3
z = 12 + 7j                                  # mixed centre-lead function
Gz = (spectral_weights(rho_eq) / (z - omega)).sum((2, 3))
err_mixed = max(np.abs(Gz[:2, k] - Gz[:2, :2] @ h1[:2, k] / (z - h1[k, k])).max()
                for k in (2, 3, 4))
assert err_mixed < 1e-11

# ---------- open ring between two semi-infinite chains ----------
HOP, V_L, V_R, W_RING, FLUX = 100.0, 50.0, 40.0, 30.0, np.pi / 2
SITES = np.array([20.0, -10.0, 30.0])


def ring(flux):
    m = np.zeros((3, 3), complex)
    m[1, 0] = m[2, 1] = m[0, 2] = -W_RING * np.exp(1j * flux / 3)
    return m + dagger(m) + np.diag(SITES)


def lead_sigma(energy, v):
    root = np.sqrt(energy - 2 * HOP + 0j) * np.sqrt(energy + 2 * HOP + 0j)
    return v**2 * (energy - root) / (2 * HOP**2)


def open_functions(hc, energy, mu_l, mu_r, t_l, t_r):
    energy = np.atleast_1d(energy)
    sl = np.zeros((energy.size, 3, 3), complex)
    sr = sl.copy()
    sl[:, 0, 0] = lead_sigma(energy, V_L)
    sr[:, 1, 1] = lead_sigma(energy, V_R)
    gr = np.linalg.inv(energy[:, None, None] * np.eye(3) - hc - sl - sr)
    ga = dagger(gr)
    gam_l, gam_r = 1j * (sl - dagger(sl)), 1j * (sr - dagger(sr))
    fl = fermi(energy, mu_l, t_l)[:, None, None]
    fr = fermi(energy, mu_r, t_r)[:, None, None]
    less = gr @ (1j * (fl * gam_l + fr * gam_r)) @ ga
    great = gr @ (-1j * ((1 - fl) * gam_l + (1 - fr) * gam_r)) @ ga

    def flows(gam, f):
        into = np.einsum('eij,eji->e', 1j * f * gam, great).real
        back = np.einsum('eij,eji->e', -1j * (1 - f) * gam, less).real
        return into, back
    return dict(less=less, great=great, A=1j * (gr - ga), f=fl, gam_l=gam_l,
                left=flows(gam_l, fl), right=flows(gam_r, fr))


n_theta = 4000
theta = (np.arange(n_theta) + 0.5) * np.pi / n_theta
E_band = -2 * HOP * np.cos(theta)
dE_band = 2 * HOP * np.sin(theta) * np.pi / n_theta


def bond_current(hc, dens, i, j):            # from site i to site j
    return E_OVER_H * 2 * np.pi * 2 * np.imag(hc[j, i] * dens[i, j])


def steady(hc, *reservoirs):
    r = open_functions(hc, E_band, *reservoirs)
    r['into'] = E_OVER_H * (dE_band * r['left'][0]).sum()
    r['back'] = E_OVER_H * (dE_band * r['left'][1]).sum()
    r['I_L'] = E_OVER_H * (dE_band * (r['left'][0] - r['left'][1])).sum()
    r['I_R'] = E_OVER_H * (dE_band * (r['right'][0] - r['right'][1])).sum()
    r['dens'] = np.einsum('e,eij->ij', dE_band, -1j * r['less']) / (2 * np.pi)
    r['ring'] = bond_current(hc, r['dens'], 0, 1)
    return r


hc = ring(FLUX)
cases = {'equal': (0.0, 0.0, T0, T0), 'mu': (20.0, -20.0, T0, T0),
         'temp': (0.0, 0.0, T0, 150.0)}
res = {name: steady(hc, *c) for name, c in cases.items()}
eq = res['equal']
norm = np.einsum('e,eij->ij', dE_band, eq['A']) / (2 * np.pi)
assert np.abs(norm - np.eye(3)).max() < 1e-6   # no bound states outside the band
a_max = np.abs(eq['A']).max()
err_open = max(np.abs(eq['less'] - 1j * eq['f'] * eq['A']).max(),
               np.abs(eq['great'] + 1j * (1 - eq['f']) * eq['A']).max()) / a_max
assert err_open < 1e-11
spectral_zero = max(np.abs(eq[s][0] - eq[s][1]).max() for s in ('left', 'right'))
assert spectral_zero < 1e-11 and eq['into'] > 1
bonds = [bond_current(hc, eq['dens'], i, (i + 1) % 3) for i in range(3)]
assert np.ptp(bonds) < 1e-5 and abs(bonds[0]) > 1
no_flux = steady(ring(0.0), *cases['equal'])
assert abs(no_flux['ring']) < 1e-8

# Real-time evolution of long finite chains from a disconnected start.
M, tau = 400, 3.0
h_lead = HOP * (np.eye(M, k=1) + np.eye(M, k=-1))
big = np.zeros((2 * M + 3, 2 * M + 3), complex)
big[:M, :M] = h_lead
big[M + 3:, M + 3:] = h_lead
big[M:M + 3, M:M + 3] = hc
big[M, M - 1] = big[M - 1, M] = V_L
big[M + 1, M + 3] = big[M + 3, M + 1] = V_R
e_lead, s_lead = np.linalg.eigh(h_lead)
e_big, s_big = np.linalg.eigh(big)
rows = (s_big[M - 1:M + 4] * np.exp(-1j * e_big * tau)) @ dagger(s_big)


def evolve(mu_l, mu_r, t_l, t_r):
    start = np.zeros_like(big)               # the centre starts empty
    start[:M, :M] = (s_lead * fermi(e_lead, mu_l, t_l)) @ s_lead.T
    start[M + 3:, M + 3:] = (s_lead * fermi(e_lead, mu_r, t_r)) @ s_lead.T
    d = rows @ start @ dagger(rows)
    unit = E_OVER_H * 4 * np.pi
    return (unit * np.imag(V_L * d[0, 1]), unit * np.imag(V_R * d[4, 2]),
            bond_current(hc, d[1:4, 1:4], 0, 1))


sim = {name: evolve(*c) for name, c in cases.items()}
for name in cases:
    formula = np.array([res[name][q] for q in ('I_L', 'I_R', 'ring')])
    assert np.abs(formula - np.array(sim[name])).max() < 0.05  # residual transient
    assert abs(res[name]['I_L'] + res[name]['I_R']) < 1e-6
assert abs(res['mu']['I_L']) > 1 and abs(res['temp']['I_L']) > 0.1
centre = s_big[M:M + 3]
gibbs_dens = (centre * fermi(e_big, 0.0, T0)) @ dagger(centre)
fA_dens = np.einsum('e,eij->ij', dE_band * eq['f'][:, 0, 0], eq['A']) / (2 * np.pi)
err_gibbs = np.abs(gibbs_dens - fA_dens).max()
assert err_gibbs < 1e-6

# ---------- one spin-degenerate level, second-order interaction ----------
LEVEL, U2 = 20.0, 60.0
grid = np.arange(-700.0, 701.0)              # spacing 1 meV
shift = np.arange(-(grid.size - 1), grid.size)
pv_kernel = np.where(shift % 2 == 1, 2.0 / np.where(shift == 0, 1, shift), 0.0)


def interacting(mu_l, mu_r):
    sl, sr = lead_sigma(grid, V_L), lead_sigma(grid, V_R)
    gl, gr_ = -2 * sl.imag, -2 * sr.imag
    fl, fr = fermi(grid, mu_l, T0), fermi(grid, mu_r, T0)
    lead_less = 1j * (fl * gl + fr * gr_)
    lead_great = -1j * ((1 - fl) * gl + (1 - fr) * gr_)
    g0 = 1 / (grid - LEVEL - sl - sr)
    l0, g0g = abs(g0)**2 * lead_less, abs(g0)**2 * lead_great

    def second_order(x, y):
        pair = np.convolve(x, x, 'same')
        return U2**2 * np.convolve(pair, y[::-1], 'same') / (2 * np.pi)**2
    s_less, s_great = second_order(l0, g0g), second_order(g0g, l0)
    gam_int = (1j * (s_great - s_less)).real
    real_part = np.convolve(pv_kernel, gam_int, 'valid') / (2 * np.pi)
    g = 1 / (grid - LEVEL - sl - sr - real_part + 0.5j * gam_int)
    less = abs(g)**2 * (lead_less + s_less)
    great = abs(g)**2 * (lead_great + s_great)
    A = -2 * g.imag
    dev = np.abs(less - 1j * fl * A).max() / A.max()
    into = E_OVER_H * (1j * fl * gl * great).real.sum()
    back = E_OVER_H * (-1j * (1 - fl) * gl * less).real.sum()
    return dict(dev=dev, into=into, net=into - back, norm=A.sum() / (2 * np.pi),
                gam=np.interp(LEVEL, grid, gam_int))


int_eq, int_bias = interacting(0.0, 0.0), interacting(20.0, -20.0)
assert int_eq['dev'] < 1e-11 and abs(int_eq['net']) < 1e-9 * int_eq['into']
assert abs(int_eq['norm'] - 1) < 5e-3        # grid error at the band edges
assert int_bias['dev'] > 1e-3 and abs(int_bias['net']) > 10

# ---------- printed numbers ----------
E1 = 20.0
p = open_functions(hc, E1, *cases['equal'])
print(f"kT at {T0:.0f} K = {KB*T0:.4f} meV; e/h = {E_OVER_H:.4f} nA/meV")
print(f"cluster: mu = {mu_c} meV, U = {U_c} meV, time = {t_test*HBAR_PS:.5f} ps")
print(f"cluster G_lesser_11(t) = {less_t[0,0]:.6f} (dimensionless)")
print(f"cluster KMS error = {err_kms:.1e} (dimensionless)")
print(f"cluster error of i f A = {err_less:.1e} (dimensionless)")
print(f"cluster error of -i(1-f)A = {err_great:.1e} (dimensionless)")
print(f"two-temperature mixture, error of i f A = {err_mix:.4f} (dimensionless)")
print(f"mixed-function equation error = {err_mixed:.1e} 1/meV")
print(f"ring: site energies = {SITES} meV, hopping size = {W_RING} meV")
print(f"ring flux phase = {FLUX:.4f} rad; chain hopping = {HOP} meV")
print(f"couplings: left to site 1 = {V_L}, right to site 2 = {V_R} meV")
print(f"at E = {E1} meV, mu = 0 meV: f = {p['f'][0,0,0]:.6f}")
print(f"  Gamma_L = {p['gam_l'][0,0,0].real:.4f} meV")
print(f"  A_11 = {p['A'][0,0,0].real:.6f} 1/meV")
print(f"  G_lesser_11 = {p['less'][0,0,0].imag:.6f} i 1/meV")
print(f"  G_greater_11 = {p['great'][0,0,0].imag:.6f} i 1/meV")
print(f"  Tr S_lesser G_greater = {p['left'][0][0]:.6f} (dimensionless)")
print(f"  Tr S_greater G_lesser = {p['left'][1][0]:.6f} (dimensionless)")
print(f"largest relative error of both relations, ring = {err_open:.1e}")
print(f"largest current integrand, any energy and lead = {spectral_zero:.1e}")
print(f"equilibrium flow left lead to ring = {eq['into']:.4f} nA")
print(f"equilibrium flow ring to left lead = {eq['back']:.4f} nA")
print(f"equilibrium net current: left {eq['I_L']:.1e}, right {eq['I_R']:.1e} nA")
print(f"equilibrium ring current, site 1 to 2 = {eq['ring']:.4f} nA")
print(f"same without flux = {no_flux['ring']:.1e} nA")
print("equilibrium site occupations =", np.round(np.diag(eq['dens']).real, 5))
print(f"connected Gibbs density minus f A integral = {err_gibbs:.1e}")
print(f"real-time check: {M} sites per chain, time = {tau*HBAR_PS:.4f} ps")
print(f"  equilibrium: left {sim['equal'][0]:.4f}, ring {sim['equal'][2]:.4f} nA")
print(f"mu = +20/-20 meV: formula I_L = {res['mu']['I_L']:.4f} nA")
print(f"  real time I_L = {sim['mu'][0]:.4f} nA")
print(f"T = 300/150 K, mu = 0: formula I_L = {res['temp']['I_L']:.4f} nA")
print(f"  real time I_L = {sim['temp'][0]:.4f} nA")
print(f"interacting level: energy = {LEVEL} meV, U = {U2} meV")
print(f"  interaction broadening at the level = {int_eq['gam']:.4f} meV")
print(f"  integral of A/(2 pi) = {int_eq['norm']:.5f} (dimensionless)")
print(f"  relative error of i f A, equilibrium = {int_eq['dev']:.1e}")
print(f"  one-way flow from left lead = {int_eq['into']:.4f} nA")
print(f"  equilibrium net left current = {int_eq['net']:.1e} nA")
print(f"  relative error of i f_L A at mu = +20/-20 meV = {int_bias['dev']:.4f}")
print("verified")
```

It prints:

```
kT at 300 K = 25.8520 meV; e/h = 38.7405 nA/meV
cluster: mu = 15.0 meV, U = 60.0 meV, time = 0.03291 ps
cluster G_lesser_11(t) = -0.086732+0.043306j (dimensionless)
cluster KMS error = 1.4e-15 (dimensionless)
cluster error of i f A = 6.8e-16 (dimensionless)
cluster error of -i(1-f)A = 1.1e-15 (dimensionless)
two-temperature mixture, error of i f A = 0.0929 (dimensionless)
mixed-function equation error = 4.2e-17 1/meV
ring: site energies = [ 20. -10.  30.] meV, hopping size = 30.0 meV
ring flux phase = 1.5708 rad; chain hopping = 100.0 meV
couplings: left to site 1 = 50.0, right to site 2 = 40.0 meV
at E = 20.0 meV, mu = 0 meV: f = 0.315693
  Gamma_L = 49.7494 meV
  A_11 = 0.050463 1/meV
  G_lesser_11 = 0.015931 i 1/meV
  G_greater_11 = -0.034532 i 1/meV
  Tr S_lesser G_greater = 0.542344 (dimensionless)
  Tr S_greater G_lesser = 0.542344 (dimensionless)
largest relative error of both relations, ring = 5.4e-16
largest current integrand, any energy and lead = 2.2e-16
equilibrium flow left lead to ring = 1384.6701 nA
equilibrium flow ring to left lead = 1384.6701 nA
equilibrium net current: left -5.8e-15, right 9.1e-17 nA
equilibrium ring current, site 1 to 2 = -248.2300 nA
same without flux = -9.0e-15 nA
equilibrium site occupations = [0.39781 0.57799 0.30208]
connected Gibbs density minus f A integral = 8.9e-16
real-time check: 400 sites per chain, time = 1.9746 ps
  equilibrium: left 0.0000, ring -248.2300 nA
mu = +20/-20 meV: formula I_L = 850.2800 nA
  real time I_L = 850.2800 nA
T = 300/150 K, mu = 0: formula I_L = -27.9826 nA
  real time I_L = -27.9826 nA
interacting level: energy = 20.0 meV, U = 60.0 meV
  interaction broadening at the level = 10.1278 meV
  integral of A/(2 pi) = 0.99998 (dimensionless)
  relative error of i f A, equilibrium = 2.4e-16
  one-way flow from left lead = 1498.6168 nA
  equilibrium net left current = 0.0e+00 nA
  relative error of i f_L A at mu = +20/-20 meV = 0.1332
verified
```
